\section*{Why a valence active space fails for isotropic hyperfine couplings, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I need isotropic hyperfine couplings for small radicals. Unrestricted Hartree--Fock is spin contaminated, so I switched to CASSCF, which is spin pure and treats the open shell and its correlating partners variationally. As a check I ran the nitrogen atom in its $^4S$ ground state with five electrons in $2s2p$, and planar CH$_3$, first with the $\pi$ orbital alone and then with the full valence space of seven electrons in seven orbitals. I expected the full valence spaces to be at least semi-quantitative. For nitrogen I get no coupling at all, and the $^{13}$C coupling of methyl looks far too large. Is a valence CAS supposed to give contact couplings, and if not, what is it missing?

\section*{Answer}

It is not. Nothing is wrong with your runs: the nitrogen zero is forced by the structure of the space, and the carbon value lacks the negative core term, which lies outside it and matches about half of the excess found below. One qualification is needed: the full valence space of methyl does contain $\sigma\to\sigma^*$ single excitations, and the proton coupling comes out with the right sign and size.

\subsection*{The quantity}

I use Rydberg atomic units (repulsion $2/r_{12}$, energies in Ry, lengths in $a_0$), a non-relativistic Hamiltonian $\hat H$, fixed nuclei, real orbitals $\phi_p$, and the component $M=S$ of the spin multiplet. The contact density operator at a nucleus at $\mathbf R$ is
\begin{equation}
\hat\rho=\sum_{pq}g_{pq}\,\big(a^\dagger_{p\alpha}a_{q\alpha}-a^\dagger_{p\beta}a_{q\beta}\big),\qquad g_{pq}=\phi_p(\mathbf R)\,\phi_q(\mathbf R),
\end{equation}
the second-quantised form of $2\sum_k\delta(\mathbf r_k-\mathbf R)\,\hat s_{zk}$, and $\rho=\langle\hat\rho\rangle$.

The electron spins carry the magnetisation $\mathbf M=-g_e\mu_B\sum_k\delta(\mathbf r_k-\mathbf R)\,\hat{\mathbf s}_k$ at the nucleus, with $g_e>0$. The isotropic part of the field it makes there is that inside a uniformly magnetised sphere, $\mathbf B=\tfrac23\mu_0\mathbf M$. The nuclear moment $g_N\mu_N\hat{\mathbf I}$ has energy $-g_N\mu_N\hat{\mathbf I}\cdot\mathbf B$, and the two minus signs cancel. Within one multiplet this operator acts as $A\,\hat{\mathbf I}\cdot\hat{\mathbf S}$. Equating the coefficients of $\hat I_z$ in the state $M=S$ gives $AS=\tfrac23\mu_0g_eg_N\mu_B\mu_N\,\rho/2$. With $\mu_B=e\hbar/2m_e$, $\mu_0=1/\epsilon_0c_0^2$ ($c_0$ the speed of light), $e^2/4\pi\epsilon_0a_0=2$ Ry and $\hbar/m_ec_0a_0=\alpha$,
\begin{equation}
\frac{\mu_0\mu_B^2}{4\pi a_0^3}=\frac{e^2}{4\pi\epsilon_0a_0}\,\frac14\Big(\frac{\hbar}{m_ec_0a_0}\Big)^2=\frac{\alpha^2}{2}\ \mathrm{Ry}.
\end{equation}
Since $\mu_N=\mu_B m_e/m_p$ and $\tfrac23\cdot4\pi\cdot\tfrac12=\tfrac{4\pi}{3}$,
\begin{equation}
A=\frac{4\pi}{3}\,\alpha^2g_eg_N\,\frac{m_e}{m_p}\,\frac{\rho}{2S}\ \mathrm{Ry}.
\end{equation}
For a proton in a doublet this is $4469.88$ MHz per $a_0^{-3}$. Scaling by $g_N$ and by $1/2S$ gives $4469.88\times1.404824/5.585695=1124.19$ for $^{13}$C in a doublet and $4469.88\times0.403761/(3\times5.585695)=107.70$ for $^{14}$N in a quartet.

\subsection*{The spin density of a CAS lives in the active orbitals}

In a spin-restricted CAS every determinant has the inactive orbitals $i,j$ doubly occupied and the external orbitals empty. Let $D^s_{pq}=\langle a^\dagger_{p\alpha}a_{q\alpha}-a^\dagger_{p\beta}a_{q\beta}\rangle$. If $p$ or $q$ is external, the annihilator acting on the bra or the ket gives zero. If one index is inactive and the other active, the operator changes the occupation of the inactive shell and the result is orthogonal to the CAS state. If both are inactive, each spin gives $\delta_{ij}$ and the difference vanishes. Hence, for any CI vector and any orbitals,
\begin{equation}
\rho=\sum_{u,v\ \mathrm{active}}D^s_{uv}\,\phi_u(\mathbf R)\,\phi_v(\mathbf R).
\label{act}
\end{equation}

\subsection*{The zeros}

For nitrogen with five electrons in $2s2p$ and $M=3/2$ there are four $\alpha$ electrons and one $\beta$ electron. The $\alpha$ electrons fill all four active orbitals. The $\beta$ electron sits in $2s$, giving $2s^22p^3$ of odd parity, or in a $2p$ orbital, giving $2s\,2p^4$ of even parity. $\hat H$ conserves parity, so the $^4S$ state is the single determinant $2s^22p^3$, and optimising its orbitals is restricted open-shell Hartree--Fock (ROHF). Its unpaired electrons are in $p$ orbitals, which are odd under inversion through the nucleus and vanish there, so $\rho=0$ exactly.

Making $1s$ active does not help. With seven electrons in five orbitals, five $\alpha$ electrons fill everything and two $\beta$ electrons are placed in ten ways. The choice $(1s,2s)$ is the reference. The six choices $(s,p)$ give $p^4$ and even parity. The three choices $(p,p')$ give $1s\,2s\,2p^5$, odd but with $L=1$, which cannot mix with $L=0$. An active core orbital needs an empty $s$ orbital to be excited into, and this space has none.

For planar methyl, an orbital odd under reflection in the molecular plane obeys $\phi(\mathbf R)=-\phi(\mathbf R)=0$ at every nucleus. By Eq.~(\ref{act}) any CAS whose active orbitals are all of $\pi$ type gives $\rho=0$ at all in-plane nuclei, however many such orbitals it holds. This zero depends on the plane: once the radical is bent, the open orbital may acquire carbon $s$ character.

\subsection*{The excitations that carry the density}

Let $\Phi_0$ be the ROHF determinant with closed orbitals $i$, $2S$ open orbitals $t$ ($\alpha$ spin) and virtual orbitals $a$, and assume $\phi_t(\mathbf R)=0$, so that $\langle\Phi_0|\hat\rho|\Phi_0\rangle=0$. For each pair $i\to a$ define
\begin{equation}
\hat U_{ai}=\tfrac1{\sqrt2}\big(a^\dagger_{a\alpha}a_{i\alpha}+a^\dagger_{a\beta}a_{i\beta}\big),\qquad
\hat T_{ai}=\tfrac1{\sqrt2}\big(a^\dagger_{a\alpha}a_{i\alpha}-a^\dagger_{a\beta}a_{i\beta}\big).
\end{equation}
The Slater--Condon rule for a single replacement gives $\langle\Phi_0|\hat H\,a^\dagger_{a\sigma}a_{i\sigma}|\Phi_0\rangle=F^\sigma_{ai}$, with Coulomb terms from all electrons and exchange terms from those of spin $\sigma$. With $(pq|rs)=\iint\phi_p\phi_q(1)\,(2/r_{12})\,\phi_r\phi_s(2)$,
\begin{align}
F^\beta_{ai}&=h_{ai}+\sum_j\big[2(ai|jj)-(aj|ji)\big]+\sum_t(ai|tt),\\
F^\alpha_{ai}&=F^\beta_{ai}-K_{ai},\qquad K_{ai}=\sum_t(at|ti),
\end{align}
because the open electrons exchange with $\alpha$ electrons alone. Therefore
\begin{equation}
\langle\Phi_0|\hat H\hat U_{ai}|\Phi_0\rangle=\frac{F^\alpha_{ai}+F^\beta_{ai}}{\sqrt2},\qquad
\langle\Phi_0|\hat H\hat T_{ai}|\Phi_0\rangle=-\frac{K_{ai}}{\sqrt2}.
\end{equation}
A restricted rotation replaces $\phi_i$ by $\phi_i+\kappa\phi_a$ for both spins, which changes $\Phi_0$ by $\kappa\sqrt2\,\hat U_{ai}\Phi_0$ and the energy by $2\kappa(F^\alpha_{ai}+F^\beta_{ai})$. Stationarity makes the first element vanish (the Brillouin condition) and says nothing about the second. For the density, $\langle\Phi_0|\hat\rho\,a^\dagger_{a\sigma}a_{i\sigma}|\Phi_0\rangle=\pm g_{ai}$ for $\alpha,\beta$, so
\begin{equation}
\langle\Phi_0|\hat\rho\,\hat U_{ai}|\Phi_0\rangle=\frac{g_{ai}-g_{ai}}{\sqrt2}=0,\qquad
\langle\Phi_0|\hat\rho\,\hat T_{ai}|\Phi_0\rangle=\frac{g_{ai}+g_{ai}}{\sqrt2}=\sqrt2\,g_{ai}.
\end{equation}
Orbital optimisation generates $\hat U$, which carries no first-order spin density. The excitation that does carry it, $\hat T$, is coupled to $\Phi_0$ by exchange and is no restricted rotation. In CASSCF it enters through the CI vector, which requires both $i$ and $a$ to be active.

\subsection*{Spin adaptation}

$\hat T_{ai}\Phi_0$ is not a spin eigenfunction, and it has to be shown that the effect survives in a pure spin state. Let $\hat S_+=\sum_pa^\dagger_{p\alpha}a_{p\beta}$, $\hat S_-=\hat S_+^\dagger$, $\hat X=a^\dagger_{a\alpha}a_{i\beta}$, and drop the pair index. The rule $[a^\dagger_Pa_Q,a^\dagger_Ra_W]=\delta_{QR}a^\dagger_Pa_W-\delta_{WP}a^\dagger_Ra_Q$ for spin orbitals gives $[\hat S_+,a^\dagger_{a\alpha}a_{i\alpha}]=-\hat X$ and $[\hat S_+,a^\dagger_{a\beta}a_{i\beta}]=+\hat X$, and in the same way
\begin{equation}
[\hat S_+,\hat U]=0,\quad[\hat S_+,\hat T]=-\sqrt2\,\hat X,\quad[\hat S_+,\hat X]=0,\quad[\hat S_-,\hat X]=-\sqrt2\,\hat T .
\end{equation}
A state with $M=S$ has spin $S$ if $\hat S_+$ annihilates it. $\Phi_0$ qualifies, since every $\beta$ electron has its $\alpha$ partner present, and so does $\hat U\Phi_0$. Try
\begin{equation}
|\tau\rangle=c\,\hat T\Phi_0+d\,\hat X\hat S_-\Phi_0 .
\end{equation}
The second part is a sum of $2S$ orthonormal determinants, each with one open spin flipped and the replacement $i\beta\to a\alpha$, so its squared norm is $2S$ and it is orthogonal to $\hat T\Phi_0$. Using $\hat S_+\hat S_-\Phi_0=[\hat S_+,\hat S_-]\Phi_0=2\hat S_z\Phi_0=2S\,\Phi_0$,
\begin{equation}
\hat S_+|\tau\rangle=\big(-\sqrt2\,c+2S\,d\big)\hat X\Phi_0=0\quad\Rightarrow\quad d=\frac{c}{\sqrt2\,S}.
\end{equation}
Normalisation gives $c^2+2Sd^2=c^2(1+1/S)=1$, that is
\begin{equation}
c^2=\frac{S}{S+1}.
\end{equation}
The remainder follows from $1-c^2=1/(S+1)$ and $cd=c^2/\sqrt2S=1/[\sqrt2(S+1)]$:
\begin{equation}
\hat T\Phi_0-c|\tau\rangle=-\frac{-\sqrt2\,\hat T+\hat X\hat S_-}{\sqrt2\,(S+1)}\,\Phi_0=-\frac{\hat S_-\hat X\Phi_0}{\sqrt2\,(S+1)} .
\end{equation}
This is the $M=S$ component of a state of spin $S+1$. Because $\hat H$ commutes with $\hat S_-$ and $\langle\Phi_0|\hat S_-=(\hat S_+\Phi_0)^\dagger=0$, the remainder has no matrix element of $\hat H$ with $\Phi_0$, so $c\langle\Phi_0|\hat H|\tau\rangle=\langle\Phi_0|\hat H\hat T|\Phi_0\rangle$. For $\hat\rho$ that argument fails, since it does not commute with $\hat S_-$, but a different one holds: the $d$ part differs from $\Phi_0$ in two spin orbitals, and a one-electron operator cannot connect them. Thus
\begin{equation}
\langle\Phi_0|\hat H|\tau_{ai}\rangle=-\frac{K_{ai}}{c\sqrt2},\qquad
\langle\Phi_0|\hat\rho|\tau_{ai}\rangle=c\sqrt2\,g_{ai}.
\end{equation}

\subsection*{First-order density, second-order energy}

Write $\Psi=\Phi_0+\sum_\mu y_\mu|\mu\rangle$, where $\mu$ runs over all $\tau_{ai}$ and $\hat U_{ai}\Phi_0$ with $i$ and $a$ of the same symmetry. The $\hat U$ states must be kept, because they have spin $S$ and mix with the $\tau$ states. Let $b_\mu=\langle\mu|\hat H|\Phi_0\rangle$ and $\mathcal A_{\mu\nu}=\langle\mu|\hat H-E_0|\nu\rangle$, with $E_0$ the ROHF energy. Projecting $(\hat H-E)\Psi=0$ on $\Phi_0$ gives $E-E_0=b\cdot y$. Projecting on $\mu$ gives $b+\mathcal Ay=(E-E_0)\,y$, whose right side is of third order in $b$, so $y=-\mathcal A^{-1}b$ to leading order. Only the $\tau$ components of $b$ are nonzero, so $y_{\tau_{ai}}=x_{ai}/(c\sqrt2)$ with $x=(\mathcal A^{-1})^{\tau\tau}K$, the $\tau\tau$ block of the full inverse. The term of $\rho$ linear in $y$ is $2\sum_\mu y_\mu\langle\Phi_0|\hat\rho|\mu\rangle$, and
\begin{align}
\rho^{(1)}&=2\sum_{ai}\frac{x_{ai}}{c\sqrt2}\;c\sqrt2\,g_{ai}=2\sum_{i}\phi_i(\mathbf R)\sum_a x_{ai}\,\phi_a(\mathbf R),\label{first}\\
E^{(2)}&=-\frac{K\cdot x}{2c^2}=-\frac{S+1}{2S}\,K\cdot x .
\end{align}
The factor $c$ cancels in the density: spin purity neither removes nor rescales the numerators. For a single pair with $\mathcal A=\Delta$ the results are $\rho^{(1)}=2gK/\Delta$ and $E^{(2)}=-K^2/2c^2\Delta$, so that
\begin{equation}
\big(\rho^{(1)}\big)^2=8c^2g^2\,|E^{(2)}|/\Delta .
\end{equation}
A pair with a negligible energy gain can therefore dominate the density if $g^2/\Delta$, with $g=\phi_a\phi_i$ at the nucleus, is large. For $1s$ the amplitude $\phi_i$ is large but so is $\Delta$, so whether this happens is a numerical question, answered below. An active space chosen for its energy lowering includes or omits such a pair for reasons unrelated to the density. With no open shell, $K=0$ and both quantities vanish.

Equation (\ref{first}) equals, to first order, $\sum_i[(\phi_i+\delta_i)^2-(\phi_i-\delta_i)^2]$ at $\mathbf R$ with $\delta_i=\frac12\sum_ax_{ai}\phi_a$: each closed shell splits into different $\alpha$ and $\beta$ shapes. Unrestricted Hartree--Fock (UHF) allows this as a rotation along the unprojected $\hat T$. Its linear terms are $-K/\sqrt2$ and $\sqrt2g$, with the same product as above, so for weak polarisation it differs from Eq.~(\ref{first}) through the matrix that is inverted, and it admits the spin $S+1$ remainder.

The formula has limits. It assumes $\phi_t(\mathbf R)=0$; otherwise a direct term $\sum_t\phi_t^2$ comes first. It needs $|y|\ll1$. The inverse depends on the space: replacements $t\to a$ and all true double excitations are left out here. Replacements $i\to t$ are excluded by parity in nitrogen and by reflection in planar methyl. In nitrogen each pair has further quartets in which $p^3$ is recoupled to a doublet; $p^3$ has no doublet with $L=0$, so for $s\to s$ pairs they do not mix in. Finally the split of the sum by shell $i$ depends on the choice of closed orbitals, taken here to diagonalise $(F^\alpha+F^\beta)/2$.

The spin density of a spin-restricted CAS lives only in its active orbitals, which forces the zeros for nitrogen and for $\pi$-only planar methyl; the first-order density missing there is carried by the exchange-coupled excitations $\tau_{ai}$, which a CAS contains only if both $i$ and $a$ are active. What remains is to see how large the core and valence terms are in nitrogen and methyl, and what to change in the calculation.
